Steady channel cracking of a stiff film on a thin elastic interlayer, part 2

A stiff film under uniform tension σ is bonded to a thin elastic interlayer on a rigid base. A long crack runs through the film as a channel, releasing energy G per unit area of new film crack (h times the advance). How accurate is the shear-lag result for G? Any consistent units may be used.

The film has thickness h, Young's modulus E, Poisson ratio ν and plane-strain modulus Ē = E/(1 − ν²); the interlayer has thickness t, shear modulus μ and Poisson ratio νi. The crack lies at x = 0, and z is the height above the base. The displacement u along x is measured from the uncracked, stressed state; a prime denotes d/dx.

Shear lag neglects film bending and in-plane force in the interlayer. For x > 0, the film stress and interlayer shear stress are

σx(x) = σ + Ē u′(x).  (2)

τ(x) = μ u(x)/t.  (3)

The crack face carries no traction, so σ + Ē u′(0) = 0. An isolated long channel then has

u(x) = (σℓ/Ē) e^(−x/ℓ),  (5)

G = σ² ℓ / Ē,  with ℓ² = Ē h t / μ.  (1)

This shear-lag G is called G₀. Each face moves by u₀ = σℓ/Ē, the opening is δ = 2u₀, and the interlayer shear stress at the film edge is τ₀ = σh/ℓ. The relation G = ½σδ also holds for a corrected opening averaged over the film thickness.

When a long channel advances by da, comparing the uncracked film ahead with the wake behind gives

G h da = (energy per length ahead − energy per length behind) da.  (8)

For a short crack of half-length a, G(a) = (1/h) dP/da, where P(a) is the energy released in the half containing one tip.

For parallel channels at spacing S that advance together,

G = (σ²ℓ/Ē) tanh(S/2ℓ).  (10)

For new channels midway between existing ones at spacing 2S,

G_new = (σ²ℓ/Ē)[2 tanh(S/2ℓ) − tanh(S/ℓ)].  (11)

**The interlayer bridges the crack**

Shear lag lets the two film edges move apart freely. If the interlayer is not cut, however, its material is continuous beneath the crack. It must pass from displacement −u₀ on one side to +u₀ on the other. This produces a large local shear stress and holds the film edges back.

To calculate this stress, consider distances from the crack much smaller than t. The interlayer then looks like an elastic half-space. For this local calculation let Z be the height measured from its top surface, so that the material occupies Z < 0. The much stiffer film is approximated as two rigid blocks that move sideways by ±u₀ without lifting.

First impose a sinusoidal surface displacement U sin kx, with no vertical displacement at the surface. Try

u = (U + BkZ)e^(kZ) sin kx,
w = −BkZ e^(kZ) cos kx,

where w is the vertical displacement. Equilibrium along x requires

∇²u + η ∂(∂u/∂x + ∂w/∂z)/∂x = 0,  η = 1/(1 − 2νi),

where ∂/∂z and ∂/∂Z are the same. The trial form gives

∇²u = 2Bk² e^(kZ) sin kx,
∂u/∂x + ∂w/∂z = k(U − B)e^(kZ) cos kx.

The terms proportional to Z have cancelled in the second line. Equilibrium along x becomes

2B − η(U − B) = 0,  so B = ηU/(2 + η) = U/(3 − 4νi).

Equilibrium along z gives −2B + η(U − B) = 0, which is the same condition. At the surface w = 0 for every x, so the shear stress is

μ ∂u/∂Z = μk(U + B) sin kx = κμkU sin kx,
κ = 4(1 − νi)/(3 − 4νi).

The required step in displacement is a sum of such waves:

u₀ sgn(x) = (2u₀/π) ∫₀^∞ sin(kx)/k dk.

Each wave gains a factor κμk. Including e^(−εk) to make the integral converge gives

τ(x) = (2κμu₀/π) ∫₀^∞ e^(−εk) sin kx dk
= (2κμu₀/π) x/(x² + ε²).

As ε → 0, this becomes

τ(x) = cμu₀/x,  c = (2/π) · 4(1 − νi)/(3 − 4νi).  (12)

The total force diverges if (12) is continued to x = 0. A small cut of depth d into the interlayer removes this divergence. For d ≪ t, the main contribution to the bridging force comes from x between about d and t:

F = μu₀[c ln(t/d) + β].  (13)

The number β accounts for the shapes of the two ends of this range. It also absorbs other edge corrections of the same order.

Now balance the forces on one side. From μu/t with u = u₀e^(−x/ℓ), the shear-lag force is μu₀ℓ/t. The interlayer must carry the whole film force σh, so

σh = (μu₀ℓ/t){1 + (t/ℓ)[c ln(t/d) + β]}.

Here u₀ is the actual, reduced edge displacement. Without the correction it would be σht/(μℓ) = σℓ/Ē. Since G is proportional to the opening at fixed σ,

G₀/G = 1 + (t/ℓ)[c ln(t/d) + β].  (14)

This is a leading-order result for a very stiff film, small d/t and a small correction. It shows the order in which limits must be taken. At fixed d/t and h/t, the correction vanishes as ℓ/t → ∞ and G tends to G₀. Letting d → 0 first makes the logarithm grow without bound and takes (14) outside its range. Equation (1) is therefore not established for a perfectly sharp crack tip held at a perfect interface.

**Size of the correction in full elasticity**

The film and interlayer were also treated as two-dimensional elastic solids in plane strain, without assuming (2) or (3). The energy was computed with biquadratic finite elements whose size grows away from the tip. The film had ν = 0.25, the interlayer had νi = 0.35, and the cut depth was fixed at d = t/16. For h = t, the ratio G/G₀ was:

- ℓ = 20t: 0.904;
- ℓ = 40t: 0.945;
- ℓ = 80t: 0.971.

For h = 2t, the same values of ℓ/t gave 0.916, 0.949 and 0.972. A straight-line extrapolation of G₀/G against t/ℓ, using the last two values, gives G/G₀ = 0.998 for h = t and 0.996 for h = 2t. The approach to (1) is thus slow: at ℓ = 20t, the formula still exceeds the computed release rate by 11 percent of the latter for h = t and by 9 percent for h = 2t.

Changing the cut from t/16 to t/64 at h = t and ℓ = 80t isolates the logarithm in (14). The calculation gives c = 1.033; equation (12) gives 1.035 for the same νi. The same two cuts at ℓ = 320t give 1.05, so the agreement should be read as good to about 2 percent.

**Scaling and critical stress**

Substituting ℓ into G₀ gives

G₀ = σ² √(ht/(μĒ)).  (15)

For small independent changes in the inputs,

dG₀/G₀ = 2 dσ/σ + ½(dh/h + dt/t − dμ/μ − dĒ/Ē).  (16)

A 10 percent error in stress therefore matters about four times as much as a 10 percent error in either thickness or either modulus. At fixed stress, a softer or thicker interlayer increases the driving force because more film can relax.

Let Γ be the energy needed per unit area of film crack. Setting G₀ = Γ gives the critical stress for steady growth:

σc = √(ΓĒ/ℓ).  (17)

If the channel also cuts the interlayer to depth d, and this costs Γi per unit area there, the energy required per unit film-crack area is Γ + Γi d/h. Yielding can add a further cost. These terms belong to the resistance and should not be subtracted a second time from G.

**Example: a nitride-like film on a polymer**

The following rough values represent a silicon nitride film on a thin glassy polymer over a silicon wafer:

- film: h = 500 nm, E = 200 GPa, ν = 0.25, σ = 300 MPa;
- interlayer: t = 200 nm, μ = 1.0 GPa, νi = 0.35.

The plane-strain modulus and shear-lag length are

Ē = 200/(1 − 0.25²) = 213.3 GPa,
ℓ = √(213.3 × 500 × 200/1.0) = 4619 nm.

Thus t/ℓ = 0.043 and h/ℓ = 0.108. Both are small, but not negligible if an accuracy of a few percent is required. With σ = 0.300 GPa, the opening is

δ = 2 × 0.300 × 4619/213.3 = 13.0 nm.

Since 1 GPa nm = 1 J/m²,

G₀ = 0.300² × 4619/213.3 = 1.95 J/m².

In atomic-scale units this is 0.122 eV/Å². For a rough film toughness Γ = 5 J/m², equation (17) gives σc = 481 MPa, or about 480 MPa. The chosen film stress lies below this value, so the model predicts no steady channel growth at that toughness.

**Finite thickness and bridging**

The plane-strain calculation was repeated with the example's dimensions and moduli and a rigid base. Its ratio G/G₀ depends on the cut depth:

- d = 5 nm: 0.90;
- d = 20 nm: 0.94;
- d = 80 nm: 0.996 (0.997 with finer resolution).

Refining the mesh for d = 20 nm changed the ratio by 0.0002. For these three cuts, the shear-lag formula therefore overestimates the computed release by between less than 1 percent and about 11 percent.

The local film stress differs much more from shear lag than the release rate does, because the film bends near the crack. For d = 20 nm, at about 0.3 µm from the crack, the stress along x is slightly compressive at the top of the film and nearly half of σ at the bottom. The two become nearly equal by about 2.5 µm. The shear-lag profile should therefore not be used for local film stresses close to the crack.

The dependence on d is weaker than (14) predicts with c = 1.035. Between 5 and 20 nm, the change in G₀/G corresponds to a coefficient of about 0.8. Equation (12) assumes a rigid film, and this film is less nearly rigid than the earlier one: Ē/μ is 213, compared with 6400 in the calculation with h = t and ℓ = 80t. The calculations do not show how much of the difference in the coefficient comes from this.

**Compliance of the base**

A shear stress that varies over the length ℓ displaces the surface of an elastic base by roughly τℓ/Eb, where Eb is the base's Young's modulus. The interlayer displacement is τt/μ. The base can be treated as rigid when

μℓ/(Eb t) ≪ 1.  (18)

For silicon, take the rough isotropic values Eb = 160 GPa and Poisson ratio 0.22. The left side of (18) is then 0.14. Replacing the rigid base by a deep elastic one in the finite-element calculation, with d = 20 nm, raises G/G₀ from 0.944 to 1.029. Base compliance thus increases G by 9 percent. For these numbers it more than offsets the reduction due to bridging and finite thickness. That near cancellation should not be assumed for other dimensions.

**Yielding of the interlayer**

The largest shear stress in the shear-lag solution is

τ₀ = 300 × 500/4619 = 32.5 MPa.

This is below a rough polymer shear yield stress of 50 MPa. The local stress in (12) is larger. Setting it equal to the yield stress gives an estimated yielded reach of

cμu₀/τY = 1.035 × 1.0 × 6.5/0.050 ≈ 130 nm,

where τY is the yield stress and u₀ = δ/2 = 6.5 nm. This reach is comparable with t, whereas (12) was derived for distances much smaller than t. It is therefore an order-of-magnitude estimate. It nevertheless shows that a purely elastic bridge with a very small d is unrealistic for this example.

The elastic description becomes more doubtful at the critical stress. Since τ₀ is proportional to σ, at 481 MPa it is about 52 MPa, which reaches the assumed yield stress even without the local concentration. The value of σc should therefore be read as an elastic estimate at the edge of its range.

**Time, temperature and neighbouring cracks**

Glassy polymers relax under load, and their shear modulus falls on heating. If μ halves while all other inputs stay fixed, (15) multiplies G₀ by √2, from 1.95 to 2.76 J/m². This is an increase of 41 percent. The calculation should use the modulus for the temperature and loading time of interest. It also assumes that the crack moves slowly enough for that relaxed modulus to apply around its tip.

Heating can also change the film stress. Suppose that the base expands more than the film by Δα = 1.0 × 10⁻⁶ per kelvin, a rough value, and that the temperature rises by 100 K. Away from cracks and film edges, the base imposes the same extra strain in both in-plane directions. The biaxial modulus applies, and the tension rises by

Δσ = [E/(1 − ν)] Δα ΔT
= (200/0.75) × 10⁻⁴ GPa = 26.7 MPa.

At fixed moduli, G₀ is multiplied by (1 + 26.7/300)² = 1.19. Cooling by the same amount would lower the tension by 26.7 MPa if the properties stayed constant.

For parallel cracks that advance together, (10) reduces G₀ by 1 percent when tanh(S/2ℓ) = 0.99. This occurs at S = 24.4 µm. At a spacing of 2ℓ, or about 9.2 µm, the factor is tanh 1 = 0.76. Both values assume a rigid base. An elastic base carries the interaction further: with the shear-lag film and interlayer on a deep silicon base, the loss relative to an isolated crack is about 3.5 percent at 24.4 µm, and it falls to 1 percent only at about 39 µm.

**Relation to real film stacks**

The example has the form of a brittle barrier or dielectric film over a polymer on a wafer. Its moduli are of the right general size for such materials, but film stress and toughness depend strongly on deposition and must be measured for the film in use. The 200 nm polymer is thin compared with the micrometre-scale polymer layers also used in devices; at fixed stress and moduli, a thicker layer raises G₀ as √t, but the release itself grows more slowly. With a 20 nm cut and a rigid base, plane-strain elasticity gives a factor of about 2.3, not √10 ≈ 3.2, when t goes from 200 nm to 2 µm, although t/ℓ is then only 0.14. A real polymer also departs from the assumption of a fixed elastic modulus. For the example, halving that modulus moves G₀ by 41 percent, more than the computed effect of either a silicon base or the three cut depths.

**Using the result**

An implementation needs σ, h, E, ν, t and μ in consistent units. It should compute Ē, then ℓ, then G₀, and report the following quantities with the result:

- t/ℓ and h/ℓ, which measure the separation of lengths, together with (t/ℓ) ln(t/d) for the expected cut depth d, which measures bridging (for the example with t = 2 µm and d = 20 nm it is 0.63 and G/G₀ is only 0.68, although t/ℓ is 0.14);
- μℓ/(Eb t), which measures the compliance of the base;
- σh/ℓ divided by the interlayer's shear yield stress;
- the crack half-length and spacing divided by ℓ.

If any of the first three is not small, or if the interlayer is nearly incompressible (νi close to 1/2), a plane-strain calculation with the actual layers, and with yielding where needed, should replace (1). The steady energy argument in (8) can still be used when the layers respond elastically and the base does no external work; its energy per unit length then comes from that calculation. For short cracks, the energy derivative G(a) is needed instead. For several cracks, (10) applies to simultaneous advance and (11) to new cracks that bisect an existing pattern.

The stress σ must be the tension normal to the channel just before cracking, at the temperature of use. If it is compressive, the faces would close rather than open, and the free-face condition used to derive (5) does not apply. The positive value that σ² would still return in (1) then has no meaning as a driving force for channel cracking.
